\section*{Born criteria under pressure: which elastic constants decide cubic stability}

\section{The claim}

Q: I am checking a potential for a simple cubic crystal compressed to $P=37.1$ GPa. From second derivatives of the energy I get $C_{11}=269.7$ GPa and $C_{12}=C_{44}=33.7$ GPa. Then $C_{44}$, $C_{11}-C_{12}$ and $C_{11}+2C_{12}$ are all positive. The Born criteria hold, so the crystal is elastically stable.

A: Those criteria say that the energy has a minimum with respect to strain. Under load it has none: the energy $E$ falls to first order when the crystal expands. What is at a stationary point is $G=E+PV$, which includes the work done on the surroundings. The second derivatives of $G$ must be positive, and $PV$ has second derivatives of its own.

Q: Volume is linear in strain, so $PV$ should only cancel the slope.

A: Volume is linear in strain only to first order, and stability is a second-order question. Which strain did you differentiate with respect to?

Q: The Lagrangian strain $\eta$, measured from the compressed crystal:
\begin{equation}
\eta=\tfrac12(F^{T}F-1),\qquad
C_{ijkl}=\frac1V\frac{\partial^2E}{\partial\eta_{ij}\,\partial\eta_{kl}} ,
\end{equation}
where $F$ is the deformation gradient and $V$ the volume of the compressed crystal. For $C_{44}$ the variable is $\gamma=2\eta_{yz}$.

A: Good; everything below uses that definition. I also take zero temperature, one atom per cell, so that no sublattices relax, and hydrostatic pressure, positive in compression.

\section{The second-order terms}

Q: Then show me where the pressure enters.

A: A rotation changes neither $E$ nor $V$, so a symmetric strain suffices: $F=1+\varepsilon$ with $\varepsilon^T=\varepsilon$. Then $F^TF=1+2\varepsilon+\varepsilon^2$ and
\begin{equation}
\eta=\varepsilon+\tfrac12\varepsilon^2 .
\end{equation}
The first derivative of $E/V$ with respect to $\eta_{ij}$ is the stress $-P\delta_{ij}$. To second order, with $\varepsilon C\varepsilon=\sum C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}$,
\begin{align}
\frac{\Delta E}{V}&=-P\,\mathrm{tr}\,\eta+\tfrac12\,\eta C\eta \nonumber\\
&=-P\,\mathrm{tr}\,\varepsilon-\tfrac12P\,\mathrm{tr}\,\varepsilon^2+\tfrac12\,\varepsilon C\varepsilon .
\label{eq:E}
\end{align}
For the volume, let $e_i$ be the eigenvalues of $\varepsilon$. The product $\prod_i(1+e_i)$ is $1+\sum_ie_i+\sum_{i<j}e_ie_j$ to second order, and $\sum_{i<j}e_ie_j=\frac12[(\sum_i e_i)^2-\sum_i e_i^2]$. Hence
\begin{equation}
\frac{P\Delta V}{V}=P\,\mathrm{tr}\,\varepsilon+\tfrac12P\left[(\mathrm{tr}\,\varepsilon)^2-\mathrm{tr}\,\varepsilon^2\right].
\label{eq:V}
\end{equation}
Adding (\ref{eq:E}) and (\ref{eq:V}) removes the linear terms, but quadratic terms in $P$ remain:
\begin{equation}
\frac{\Delta G}{V}=\tfrac12\,\varepsilon C\varepsilon+\tfrac12P(\mathrm{tr}\,\varepsilon)^2-P\,\mathrm{tr}\,\varepsilon^2 .
\label{eq:G}
\end{equation}

Q: What does that do to the three cubic conditions?

A: Write $\varepsilon_1,\varepsilon_2,\varepsilon_3$ for the diagonal strains and $\gamma_4,\gamma_5,\gamma_6$ for twice the off-diagonal ones. Each off-diagonal element occurs twice in the trace, so
\begin{align}
\mathrm{tr}\,\varepsilon^2&=\sum_i\varepsilon_i^2+\tfrac12\sum_m\gamma_m^2,\\
(\mathrm{tr}\,\varepsilon)^2&=\sum_i\varepsilon_i^2+2\sum_{i<j}\varepsilon_i\varepsilon_j .
\end{align}
Substitution in (\ref{eq:G}) gives
\begin{equation}
\frac{\Delta G}{V}=\tfrac12B_{11}\sum_i\varepsilon_i^2+B_{12}\sum_{i<j}\varepsilon_i\varepsilon_j+\tfrac12B_{44}\sum_m\gamma_m^2 ,
\end{equation}
\begin{equation}
B_{11}=C_{11}-P,\quad B_{12}=C_{12}+P,\quad B_{44}=C_{44}-P .
\label{eq:B}
\end{equation}
In $B_{11}$, $-P$ is the sum of $+P$ from $(\mathrm{tr}\,\varepsilon)^2$ and $-2P$ from $\mathrm{tr}\,\varepsilon^2$. The diagonal strains form a $3\times3$ matrix with $B_{11}$ on the diagonal and $B_{12}$ elsewhere. Its eigenvalues are $B_{11}+2B_{12}$ for equal strains and $B_{11}-B_{12}$, twice, for strains of zero sum. The quadratic form is positive if and only if
\begin{align}
C_{44}-P&>0, \label{eq:s1}\\
C_{11}-C_{12}-2P&>0, \label{eq:s2}\\
C_{11}+2C_{12}+P&>0 . \label{eq:s3}
\end{align}
At $P=0$ these are the Born criteria. If one expression vanishes and none is negative, higher orders in the strain decide. For your crystal $C_{44}-P=33.7-37.1=-3.4$ GPa: it is unstable to shear.

\section{Where your crystal fails}

Q: At what compression did it become unstable?

A: Your model can be solved by hand. It has harmonic springs $k_1=3$ eV/\AA$^2$ to 6 first neighbours and $k_2=0.5$ eV/\AA$^2$ to 12 second neighbours, with natural lengths $a_0$ and $\sqrt2a_0$, where $a_0=3$ \AA. Each bond is shared by two atoms, so the energy per atom at lattice constant $a$ is
\begin{align}
E&=\tfrac12\left[6\cdot\tfrac12k_1(a-a_0)^2+12\cdot\tfrac12k_2\cdot2(a-a_0)^2\right]\nonumber\\
&=\tfrac32(k_1+4k_2)(a-a_0)^2 .
\end{align}
With $V=a^3$ per atom,
\begin{equation}
P=-\frac{dE/da}{dV/da}=\frac{(k_1+4k_2)(a_0-a)}{a^2}.
\end{equation}
For the elastic constants, a bond $\mathbf R$ has squared length $r^2=\mathbf R\cdot(1+2\eta)\mathbf R$, linear in $\eta$, with derivative $2R_iR_j$. The second derivative of its energy $\phi(r)$ with respect to $r^2$ is $(\phi''-\phi'/r)/(4r^2)$. Therefore
\begin{equation}
C_{ijkl}=\frac1{2V}\sum_{\mathbf R}\left(\phi''-\frac{\phi'}r\right)\frac{R_iR_jR_kR_l}{r^2}.
\end{equation}
For a spring of natural length $\ell$, the bracket is $k-k(r-\ell)/r=k\ell/r=ka_0/a$. In $C_{11}$ the sum of $R_x^4/r^2$ is $2a^2$ over the first shell and $8\cdot a^2/2=4a^2$ over the second. In $C_{12}$ and $C_{44}$ the sum of $R_x^2R_y^2/r^2$ is zero over the first shell and $4\cdot a^2/2=2a^2$ over the second. So
\begin{equation}
C_{11}=\frac{(k_1+2k_2)a_0}{a^2},\qquad C_{12}=C_{44}=\frac{k_2a_0}{a^2}.
\end{equation}
The bare criteria hold at every compression of this model. The condition $C_{44}=P$ instead gives
\begin{equation}
\frac{a_0-a}{a_0}=\frac{k_2}{k_1+4k_2}=\frac{0.5}{5}=10\%.
\end{equation}
There $a=2.7$ \AA\ and $P=0.5\cdot3/2.7^2=0.206$ eV/\AA$^3$, or 33.0 GPa. The other two combinations, (\ref{eq:s2}) and (\ref{eq:s3}), are still 165 and 363 GPa. Your state is at 11\% compression.

\section{Energy curvature and stress slope}

Q: But I also sheared the crystal symmetrically, with $\varepsilon_{yz}=\varepsilon_{zy}=\gamma/2$, and fitted $E(\gamma)$. The curvature was $+15.2$ GPa. Does that not show a restoring force?

A: That strain has $\mathrm{tr}\,\varepsilon=0$ and $\mathrm{tr}\,\varepsilon^2=\gamma^2/2$. Equation (\ref{eq:E}) gives
\begin{equation}
\frac{\Delta E}{V}=\tfrac12\left(C_{44}-\tfrac12P\right)\gamma^2 ,
\end{equation}
and $33.7-18.5=15.2$ GPa, as you found. The volume, however, shrinks by the fraction $\gamma^2/4$. The surroundings do work $P\gamma^2/4$ per unit volume, which lowers the curvature of $G$ by another $P/2$.

Use simple shear instead, $F=1+\gamma\,\mathbf e_y\mathbf e_z^T$. Its determinant is 1, so $PV$ stays constant. Here $\eta_{yz}=\gamma/2$ and $\eta_{zz}=\gamma^2/2$, so
\begin{equation}
\frac{\Delta E}{V}=-P\frac{\gamma^2}{2}+\tfrac12C_{44}\gamma^2=\tfrac12(C_{44}-P)\gamma^2 .
\end{equation}
The energy curvature is now $-3.4$ GPa.

Q: My other script strains the cell and takes the slope of the stress. Should I subtract $P$ from its $C_{44}$?

A: No, if it reports the true (Cauchy) stress. Let $S_{ij}=V^{-1}\partial E/\partial\eta_{ij}$, a symmetric tensor. Since $d\eta=\frac12(dF^TF+F^TdF)$, we have $dE=V\,\mathrm{tr}(SF^TdF)=V\,\mathrm{tr}(FSF^T\,dF\,F^{-1})$. The true stress $\sigma$ does the work $V\det F\,\mathrm{tr}(\sigma\,dF\,F^{-1})$ on the current volume, so $\sigma=FSF^T/\det F$. Differentiating the first line of (\ref{eq:E}) gives $S=-P\,1+C\varepsilon$ to first order, and with $F=1+\varepsilon$,
\begin{align}
\sigma&=\frac{FSF^T}{\det F}
=(1-\mathrm{tr}\,\varepsilon)\left[-P(1+2\varepsilon)+C\varepsilon\right]\nonumber\\
&=-P\,1+P\,(\mathrm{tr}\,\varepsilon)\,1-2P\varepsilon+C\varepsilon .
\end{align}
Thus $\partial\sigma_{xx}/\partial\varepsilon_{xx}=C_{11}-P$, $\partial\sigma_{xx}/\partial\varepsilon_{yy}=C_{12}+P$ and $\partial\sigma_{yz}/\partial\gamma=C_{44}-P$. These are the $B$'s of (\ref{eq:B}), with the correction already inside. At 9\% compression the stress slope is $B_{44}=3.2$ GPa and the crystal is stable to shear. Subtracting $P=29.0$ GPa again would give $-25.8$ GPa, a false alarm.

\section{Tension and phonons}

Q: So under compression the bare criteria are too lenient. Are they too strict under tension?

A: For shear, yes: with $P<0$, $-P$ and $-2P$ are positive. For the volume mode it is the reverse. Under a uniform strain $e$ the pressure changes by $-(B_{11}+2B_{12})e$ and the relative volume by $3e$, so the bulk modulus is
\begin{equation}
K=-V\frac{dP}{dV}=\tfrac13(C_{11}+2C_{12}+P).
\end{equation}
When $K$ vanishes under tension, $C_{11}+2C_{12}=-P$ is still positive, and the bare criterion misses the failure.

Take an fcc model with 12 neighbours at distance $r$, $x=r/r_0-1$, and energy per atom under uniform stretch
\begin{equation}
E=12A\,e^{-px}-\sqrt{12}\,\xi\,e^{-qx}.
\end{equation}
The second term is $-\xi$ times the square root of a sum of $e^{-2qx}$ over neighbours; under a general strain the distances differ and both sums are taken bond by bond. I choose $\xi=1.2$ eV, $p=10$, $q=3$ and $r_0=2.8$ \AA. Zero pressure at $x=0$ requires $12Ap=\sqrt{12}\,\xi q$, hence $A=\xi q/(\sqrt{12}\,p)=0.104$ eV.

At 7\% linear stretch, $P=-11.8$ GPa, and $C_{44}$ and $C_{11}-C_{12}$ are both $-1.9$ GPa. The bare criteria declare the crystal unstable. The corrected values are
\begin{align}
C_{44}-P&=-1.92+11.77=9.85\ \text{GPa},\\
C_{11}-C_{12}-2P&=-1.92+23.54=21.62\ \text{GPa},\\
C_{11}+2C_{12}+P&=89.85-11.77=78.08\ \text{GPa}.
\end{align}
All three are positive. Bare $C_{44}$ vanishes at 6.5\% stretch, $C_{44}-P$ at 11.3\%, and $K$ at 12.9\%, where the pressure has its minimum of $-13.6$ GPa.

Q: Then I can use this potential up to 11.3\%?

A: Not on this evidence. The criteria cover homogeneous strain, and a crystal can also fail by a short wave. On an $8\times8\times8$ grid of wave vectors, all phonons are stable at 7\% stretch, but the longitudinal mode at the zone-boundary point $L$, $\mathbf q=(\pi/a)(1,1,1)$ and its three equivalents, with $a$ the cubic lattice constant, becomes soft at 7.8\%. Since the grid is finite, that is an upper estimate of the onset. From there up to 11.3\% the crystal is unstable although (\ref{eq:s1})--(\ref{eq:s3}) still hold.

Q: Do phonons need a pressure correction too?

A: No. A wave in a periodic cell leaves the total volume unchanged, so $PV$ adds nothing to its energy, and we may use the density (\ref{eq:G}) with the $B$'s. A long transverse wave along $[100]$ is a local shear $\gamma$ with energy density $\frac12B_{44}\gamma^2$, so for mass density $\rho$ and speed $v$
\begin{equation}
\rho v^2=B_{44}=C_{44}-P .
\end{equation}
For a wave along $[110]$ polarised along $[1\bar10]$ with displacement gradient $g$, the strain is $\varepsilon_1=-\varepsilon_2=g/2$. The energy density is $\frac14(B_{11}-B_{12})g^2$, hence
\begin{equation}
\rho v^2=\tfrac12(C_{11}-C_{12})-P .
\end{equation}
Force constants evaluated at the compressed lattice constant contain these terms already. In your spring crystal the transverse branch along $[100]$ has the force-constant eigenvalue $2aB_{44}(1-\cos qa)$, so the whole branch changes sign with $B_{44}$. At 9\% compression the lowest eigenvalue on the grid is $+0.03$ eV/\AA$^2$; it lies at the smallest wave vector and shrinks as the grid is refined. At 11\% the lowest is $-0.22$ eV/\AA$^2$, at the zone boundary. The program checks, for both models, that $\rho v^2$ from the force constants at small wave vector agrees with these two relations.

Q: What should I write beside an elastic constant when I pass the potential on?

A: The pressure, the state from which strain is measured, and whether you differentiated energy or stress; for energy, also the strain measure. Without these a reader cannot tell whether 33.7, 15.2 or $-3.4$ GPa is the number to compare with zero. If the load is not hydrostatic, say how it is applied: its work replaces $PV$, and (\ref{eq:s1})--(\ref{eq:s3}) no longer apply as written.

\section*{Table of computed values}
\begin{verbatim}
Spring network: k1 = 3.0 , k2 = 0.5 eV/A^2, a0 = 3.0 A
Shear limit, linear compression: 10.000 %
  lattice constant there: 2.7000 A
  pressure there: 32.97 GPa = 0.20576 eV/A^3
  bare C44 there: 32.97 GPa
  C11-C12-2P there: 164.83 GPa
  C11+2C12+P there: 362.63 GPa
Springs at 9 % compression, a = 2.730 A, P = 29.02 GPa
  C11, C12, C44: 257.97, 32.25, 32.25 GPa
  energy curvature, symmetric shear: 17.74 GPa
  energy curvature, simple shear: 3.22 GPa
  stress-strain B44: 3.22 GPa
  B44 - P (double correction): -25.80 GPa
  lowest phonon eigenvalue on grid: 0.0322 eV/A^2
Springs at 11 % compression, a = 2.670 A, P = 37.08 GPa
  C11, C12, C44: 269.69, 33.71, 33.71 GPa
  energy curvature, symmetric shear: 15.17 GPa
  energy curvature, simple shear: -3.37 GPa
  stress-strain B44: -3.37 GPa
  B44 - P (double correction): -40.45 GPa
  lowest phonon eigenvalue on grid: -0.2247 eV/A^2
Many-body fcc: xi = 1.2 eV, A = 0.10392 eV, p = 10.0, q = 3.0
  r0 = 2.8 A, free lattice constant = 3.9598 A
fcc at 7 % linear stretch: P = -11.77 GPa
  C11, C12, C44: 28.67, 30.59, -1.92 GPa
  bare C11-C12: -1.92 GPa
  C44-P: 9.85 GPa
  C11-C12-2P: 21.62 GPa
  C11+2C12+P: 78.08 GPa
  lowest phonon eigenvalue on grid: 0.1219 eV/A^2
fcc stretch, bare C44 = 0: 6.50 %, P = -11.38 GPa
fcc stretch, first soft phonon on grid: 7.77 %, P = -12.27 GPa
fcc stretch, C44-P = 0: 11.33 %, P = -13.49 GPa
fcc stretch, C11+2C12+P = 0: 12.90 %, P = -13.59 GPa
fcc stretch at the pressure minimum: 12.90 %
\end{verbatim}
